# Carbon-vacancy density needed to compensate nitrogen in 4H-SiC

## Result

Let 4H-SiC contain nitrogen donors of density $N_D$ and shallow acceptors of density $N_A<N_D$. The net shallow-donor density is $M=N_D-N_A$. If each carbon vacancy can bind two electrons in levels deep enough below the conduction band, the vacancy density at which compensation becomes nearly complete is

$$N_V=\frac{M}{2}=\frac{N_D-N_A}{2}. \tag{1}$$

With fewer vacancies, at least $M-2N_V$ electrons are left in the conduction band or on nitrogen. At $N_V=M/2$ the free-electron density $n$ is not zero, but it obeys

$$n<(Mn_1n_2)^{1/3}+\left(\frac{Mn_2}{2}\right)^{1/2}, \tag{2}$$

where $n_1$ and $n_2$ are densities, defined below, that fall exponentially with the depths of the two vacancy levels. For deep levels the right side is a very small part of $M$. In this sense half the net donor density suffices. It does not follow that the Fermi level moves to midgap.

## The simplest case: counting charges

Take a uniform crystal in thermal equilibrium in the dark. The Fermi level stays in the upper half of the gap, so every shallow acceptor holds its electron and holes are negligible. Suppose first that all nitrogen is ionized. Let $N_0$, $N_1$ and $N_2$ be the densities of vacancies with charge $0$, $-1$ and $-2$ in units of the elementary charge. Neutrality equates negative and positive charge:

$$n+N_A+N_1+2N_2=N_D .$$

Subtracting $N_A$ gives

$$n+N_1+2N_2=M. \tag{3}$$

The acceptors have already taken $N_A$ of the donor electrons, which is why the net density appears. If every vacancy takes two electrons, then $N_1=0$, $N_2=N_V$ and $n=M-2N_V$. This vanishes at $N_V=M/2$.

The limit $N_V=0$ gives $n=M$, as it should. For $N_V>M/2$ the same formula gives a negative density, so the assumption of full vacancies must fail there. Even at $N_V=M/2$ it cannot hold strictly at finite temperature, because some electrons escape to the band. The filling of the vacancies has to be calculated.

## Filling at finite temperature

Let the first electron be bound at depth $e_1$ below the band edge $E_c$, and the second at depth $e_2$. These are depths of charge-transition levels: adding the first electron to a neutral vacancy costs $E_c-e_1$, and adding the second costs $E_c-e_2$. The repulsion between the electrons and the relaxation of the lattice are contained in the difference between $e_1$ and $e_2$. If $e_2>e_1$, the second electron is bound more strongly than the first, which is called negative $U$.

The states with zero, one and two extra electrons have spin weights 1, 2 and 1. Let the Fermi level be $E_F=E_c-d$. A state with $j$ extra electrons and energy $E_j$ above the neutral state has the grand-canonical weight $g_j\exp[-(E_j-jE_F)/kT]$. Since $E_1=E_c-e_1$ and $E_2=2E_c-e_1-e_2$,

$$\frac{N_1}{N_0}=2e^{(e_1-d)/kT},\qquad
\frac{N_2}{N_0}=e^{(e_1+e_2-2d)/kT}.$$

The band electrons are taken as non-degenerate, so $n=N_ce^{-d/kT}$, with $N_c$ the effective density of states. Replacing $e^{-d/kT}$ by $n/N_c$ gives

$$\frac{N_1}{N_0}=\frac{n}{n_1},\qquad \frac{N_2}{N_0}=\frac{n^2}{n_1n_2}, \tag{4}$$

$$n_1=\frac{N_c}{2}e^{-e_1/kT},\qquad n_2=2N_ce^{-e_2/kT}. \tag{5}$$

The factors 2 come from the spin weights and cancel in the product $n_1n_2$. At $n=n_1$ there are as many singly charged as neutral vacancies; at $n=n_2$ there are as many doubly as singly charged ones.

The mean number of electrons held per vacancy is

$$q=\frac{N_1+2N_2}{N_0+N_1+N_2}
=\frac{n/n_1+2n^2/(n_1n_2)}{1+n/n_1+n^2/(n_1n_2)} .$$

Multiplying numerator and denominator by $n_1n_2$,

$$q=\frac{n(2n+n_2)}{n^2+n_2n+n_1n_2}. \tag{6}$$

Three limits show what this contains. If $n$ is far above both $n_2$ and $\sqrt{n_1n_2}$, then $q\to2$, the simple case above. If $n\to0$, then $q\to n/n_1\to0$: the vacancies are empty. If the second level is so shallow that $n_2\gg n$, then $q\to n/(n+n_1)$, which cannot exceed one. Such a vacancy acts as a single acceptor.

The filling also rises steadily with $n$. The weights in (4) are proportional to $n^j$, so differentiating the average of $j$ gives

$$n\frac{dq}{dn}=\langle j^2\rangle-\langle j\rangle^2>0. \tag{7}$$

Neutrality (3) now reads $n+N_Vq(n)=M$. Its left side increases with $n$ from zero without limit, so it has one positive solution. Adding vacancies raises the left side at given $n$, so the solution moves down.

## Why fewer than half cannot do it

The number of electrons missing from a full vacancy is, from (6),

$$2-q=\frac{2n^2+2n_2n+2n_1n_2-2n^2-n_2n}{n^2+n_2n+n_1n_2}
=\frac{n_2(n+2n_1)}{n^2+n_2n+n_1n_2}. \tag{8}$$

It is positive, hence $n=M-N_Vq>M-2N_V$. No choice of depths or temperature removes this lower bound, because it rests on the capacity of two electrons per vacancy.

For a shortfall $\Delta=M-2N_V>0$, neutrality gives $n=\Delta+N_V(2-q)$. Leaving the positive terms $n_2n+n_1n_2$ out of the denominator of (8) enlarges the fraction. The result, $n_2(n+2n_1)/n^2$, decreases with $n$, and $n>\Delta$, so

$$\Delta<n<\Delta+\frac{N_Vn_2(\Delta+2n_1)}{\Delta^2}. \tag{9}$$

When the last term is small compared with $\Delta$, the straight line $n=M-2N_V$ is recovered.

## What is left at exactly half

Set $N_V=M/2$. Then neutrality becomes

$$n=M-\frac M2q=\frac M2(2-q)=2N_0+N_1. \tag{10}$$

Each free electron is one that is missing from a vacancy. Inserting (8) and multiplying by its denominator gives

$$n^3+n_2n^2+n_1n_2n=M\left(n_1n_2+\frac{n_2n}{2}\right). \tag{11}$$

To bound the root, drop the positive terms $n_2n^2$ and $n_1n_2n$ on the left. With $u^3=Mn_1n_2$ and $v^2=Mn_2/2$, this leaves $n^3<u^3+v^2n$, or

$$f(n)<0,\qquad f(x)=x^3-v^2x-u^3 .$$

At $x=u+v$,

$$\begin{aligned}
f(u+v)&=u^3+3u^2v+3uv^2+v^3-uv^2-v^3-u^3\\
&=3u^2v+2uv^2>0 .
\end{aligned}$$

For $x\ge u+v$ the slope $3x^2-v^2$ is positive, so $f$ stays positive there. Since $f(n)<0$, it follows that $n<u+v$, which is (2). Divided by $M$, the bound is

$$\frac nM<\left(\frac{n_1n_2}{M^2}\right)^{1/3}+\left(\frac{n_2}{2M}\right)^{1/2}. \tag{12}$$

Half therefore suffices when $n_2\ll M$ and $n_1n_2\ll M^2$. By (5), these conditions mean that $e_2$ exceeds $kT\ln(2N_c/M)$, and the mean depth $(e_1+e_2)/2$ exceeds $kT\ln(N_c/M)$, each by a good margin: 5 $kT$ in both leaves $n/M$ at 6%, and 8 $kT$ leaves 1.3%. Nothing in the argument requires $e_2>e_1$, so negative $U$ is not needed for the factor of one half.

When $n\ll M$, the cubic has two simple limits. If $n_2\ll n\ll n_1$, most missing electrons belong to neutral vacancies and

$$n\simeq(Mn_1n_2)^{1/3}=(MN_c^2)^{1/3}e^{-(e_1+e_2)/3kT}.$$

If $n$ is far above both $n_1$ and $n_2$, most belong to singly charged vacancies and

$$n\simeq\left(\frac{Mn_2}{2}\right)^{1/2}=(MN_c)^{1/2}e^{-e_2/2kT}.$$

## How many vacancies for a chosen residual density

A specified resistivity fixes $n$ once the mobility is known. Solving $n+N_Vq=M$ for the vacancy density gives

$$N_V=\frac{M-n}{q}=\frac{(M-n)(n^2+n_2n+n_1n_2)}{n(2n+n_2)}. \tag{13}$$

For $n\ll M$, $n\gg n_2$ and $n^2\gg n_1n_2$, expansion to first order in the small ratios yields

$$\frac{N_V}{M/2}\simeq1-\frac nM+\frac{n_2}{2n}+\frac{n_1n_2}{n^2}. \tag{14}$$

The second term is the saving from leaving some electrons free. The last two are the extra vacancies needed because some are singly charged or neutral.

On the surplus side, let $s=2N_V-M$ and suppose that $n\ll M$, $n\ll s$ and $n_2\ll s$. Replacing $M-n$ by $M$ in (13) then drops only $n^3$ and $n_2n^2$ against $sn^2$, and $n_1n_2n$ against $Mn_1n_2$. Collecting powers of $n$,

$$s n^2-n_2(M-N_V)n-Mn_1n_2=0. \tag{15}$$

To this accuracy, the positive root is the free density. At $N_V=M$ the linear term vanishes and $s=M$, so

$$n=\sqrt{n_1n_2}=N_ce^{-(e_1+e_2)/2kT}.$$

The Fermi level then lies at the mean depth of the two levels. This is a useful limit: vacancies at twice the threshold density hold one electron each on average, and neutral and doubly charged ones are equally numerous.

## Nitrogen that is not fully ionized

Nitrogen occupies two kinds of site, with depths $\varepsilon_1$ and $\varepsilon_2$ and densities $N_{D1}$ and $N_{D2}$. A neutral donor has spin weight 2 and an ionized one weight 1. The same reasoning as for (4) gives the density of neutral donors,

$$N_D^0=\sum_i\frac{N_{Di}\,n}{n+n_{di}},\qquad n_{di}=\frac{N_c}{2}e^{-\varepsilon_i/kT}, \tag{16}$$

and neutrality becomes

$$n+N_D^0(n)+N_Vq(n)=M. \tag{17}$$

The new term is positive and increases with $n$. It therefore lowers the solution, and the bound (2) still holds. The lower bound from the previous count now applies to $n+N_D^0$, which is why the opening statement speaks of electrons in the band or on nitrogen.

This settles which density must be halved. It is the total net nitrogen, not the free-electron density before the vacancies are introduced. As electrons leave the band, the neutral donors ionize and supply more.

## Worked example at 300 K

Take $N_D=1.0\times10^{16}$ and $N_A=2\times10^{15}$ cm$^{-3}$. Then

$$M=8\times10^{15}\ \text{cm}^{-3},\qquad \frac M2=4\times10^{15}\ \text{cm}^{-3}.$$

Rough level depths are $e_1=0.50$ eV and $e_2=0.70$ eV. The conduction band has three valleys with rough principal masses 0.33, 0.58 and 0.31 $m_e$. With $m=(0.33\cdot0.58\cdot0.31)^{1/3}m_e$,

$$N_c=6\left(\frac{2\pi mkT}{h^2}\right)^{3/2}=1.83\times10^{19}\ \text{cm}^{-3},$$

where 6 is two spins times three valleys. With $kT=0.02585$ eV, (5) gives $n_1=3.65\times10^{10}$ and $n_2=6.38\times10^7$ cm$^{-3}$.

The two terms of the bound are $2.65\times10^{11}$ and $5.05\times10^{11}$ cm$^{-3}$, so $n<7.7\times10^{11}$ cm$^{-3}$. The numerical root of (11) is

$$n=5.4\times10^{11}\ \text{cm}^{-3},\qquad \frac nM=6.7\times10^{-5}.$$

The Fermi level is 0.45 eV below the band. The vacancy fractions are $8.0\times10^{-6}$ neutral and $1.19\times10^{-4}$ singly charged; the rest are doubly charged. Equation (10) can be read off directly:

$$4\times10^{15}\,(2\times8.0\times10^{-6}+1.19\times10^{-4})\simeq5.4\times10^{11}\ \text{cm}^{-3}.$$

Most missing electrons thus belong to singly charged vacancies, although $U$ is negative here. The reason is that $n$ exceeds $2n_1$, and (4) gives $N_1/(2N_0)=n/(2n_1)$.

For a rough mobility $\mu=800$ cm$^2$/Vs, held fixed, the resistivity $\rho=1/(e\mu n)$ is $1.4\times10^4$ ohm cm. Without vacancies, a numerical solution of (17) gives $n=7.6\times10^{15}$ cm$^{-3}$ and about 1.0 ohm cm. Here half the nitrogen is placed at each of the rough depths 0.06 and 0.12 eV, and the band density is obtained by Fermi–Dirac quadrature.

To reach $10^6$ ohm cm at the same mobility, $n$ must be $7.8\times10^9$ cm$^{-3}$. Equation (13) then requires

$$N_V=4.17\times10^{15}\ \text{cm}^{-3}=1.042\,\frac M2 .$$

In (14), neutral vacancies account for 0.038 of the excess and singly charged ones for 0.004. At $N_V=M$ the density is $1.5\times10^9$ cm$^{-3}$ and the Fermi depth 0.60 eV, still far from the middle of a gap of roughly 3.3 eV.

## Where the rule is sensitive, and where it fails

In the uniform model the threshold is sharp. With 5% too few vacancies, $\Delta=4\times10^{14}$ cm$^{-3}$, and with all nitrogen taken as ionized that is also $n$ (with (17), neutral nitrogen holds about 6% of it); the correction in (9) is about $6\times10^8$ cm$^{-3}$, less than two millionths of $\Delta$. With 5% too many, (15) gives $7.1\times10^9$ cm$^{-3}$. A change of 10% of $M/2$ in vacancy density thus changes $n$ by more than four powers of ten.

A shallow second level breaks the rule. Keep everything else fixed but set $e_2=0.10$ eV. Numerical solution of neutrality at $N_V=M/2$ gives $n/M=0.497$: each vacancy removes about one electron. At $N_V=M$ the ratio is $2.1\times10^{-3}$. For such a defect the threshold is near $M$, not $M/2$.

Heavy doping shows the difference between nitrogen and free electrons. For $N_D=10^{18}$ cm$^{-3}$, with $N_A$ and all depths unchanged, the free density before compensation is $n_0=4.2\times10^{17}$ cm$^{-3}$. Choosing $N_V=n_0/2$ leaves $1.7\times10^{17}$ cm$^{-3}$ free; choosing $N_V=M/2$ leaves $2.1\times10^{12}$ cm$^{-3}$. Real donor levels change at this doping, so these values illustrate the counting and are not predictions for a wafer.

Temperature matters because $n_1$ and $n_2$ are exponential in $1/T$. At 500 K, with depths held fixed and neutral nitrogen included, the original example has $n=2.5\times10^{14}$ cm$^{-3}$ at half, which is 3% of $M$. Doubling the vacancy density to $M$ lowers this to $3.5\times10^{13}$ cm$^{-3}$. A second conduction-band minimum roughly 0.12 eV higher, left out here, would raise the two values by about 4% and 6% if its masses are similar. A margin above half thus lowers $n$ in hot material, but only slowly: even $N_V=10M$ leaves $6.6\times10^{12}$ cm$^{-3}$, or about $10^3$ ohm cm at the same fixed mobility.

## The model beside real material

The example has defect densities like those of high-purity semi-insulating substrates, where residual nitrogen and carbon vacancies can both be of rough order $10^{15}$ to $10^{16}$ cm$^{-3}$. It does not explain the highest resistivities of such material. With these two levels alone, $10^9$ ohm cm at 300 K would require about $3\times10^{19}$ vacancies per cm$^3$, so values that high point to deeper levels or to a far smaller $M$, at most a few times $10^{12}$ cm$^{-3}$ for the vacancy densities just named. As-grown epitaxial layers for power devices usually contain far fewer vacancies than net donors, and (9) then says that they stay n-type. Real substrates are not uniform. By the uniform formulas, a large region with 5% too few vacancies has about 740 times the free density found at the threshold, so a design value of $N_V$ must cover the local maximum of $M/2$, with a further margin. Equation (13) gives that margin for uniform charge; the random placement considered next makes it larger.

Even where the average densities are uniform, the individual donors, acceptors and vacancies sit at random, and near the threshold few movable charges screen them. Solving Poisson's equation on a mesh for randomly placed charges in the example at 300 K, with a rough relative permittivity of 9.7 and each vacancy responding to all charges but its own, gives, at $N_V=M/2$, potential variations with a standard deviation of roughly 0.05 eV. The mean free density is then of order $10^{13}$ cm$^{-3}$, roughly ten to twenty times the uniform value. At the 4.2% surplus found above for $10^6$ ohm cm, it is still about four times the intended $7.8\times10^9$ cm$^{-3}$ (3.6 to 4.2 times, depending on mesh, cell size and random sample). The resistivity falls by a smaller factor, because electrons gathered in separate potential wells carry little current: at the same fixed mobility it is roughly $4\times10^5$ ohm cm (3.5 to $4.4\times10^5$ over the same settings) instead of $10^6$. The free densities quoted above at the threshold and just beyond it are therefore those of the uniform model, not predictions for a wafer.

The following simplifications have smaller effects, given here relative to the uniform model at 300 K and $N_V=M/2$. Making both vacancy levels 0.05 eV shallower multiplies $n$ by 2.8. The vacancy also has two inequivalent sites; moving both levels up by 0.03 eV on half the vacancies and down by 0.03 eV on the other half multiplies $n$ by 1.4. Including neutral nitrogen, holes and vacancy donor states at a rough depth of 1.5 eV lowers $n$ by 3%. Before compensation, where the electrons are densest, the non-degenerate formula overestimates $n$ at given Fermi level by 0.015%. Other deep defects are left out. For a chosen $n$, a further acceptor reduces the required vacancy density and a further donor raises it, in each case by the density of charge it holds at the final Fermi level, divided by $q$.
